# Charging time to breakdown of alumina on a sputtering target

## Problem

In reactive magnetron sputtering of aluminium, part of the target surface becomes covered with alumina. The metal below is held at a negative voltage, and positive argon ions strike the oxide. If their charge cannot drain through the insulator, it collects on the surface, and the oxide may break down and start an arc.

Take a uniform oxide patch, initially uncharged, with these data:

- net charging current density $J = 10$ mA/cm²
- relative permittivity $k = 9$
- breakdown field $E_b = 500$ MV/m
- voltage between plasma and target metal $V_0 = 400$ V, a rough typical value.

(a) Find the time $t_b$ to breakdown and show that the oxide thickness $d$ cancels.

(b) The cancellation cannot hold for arbitrarily thick layers. Find the limit.

(c) The plasma sheath also has an electric field at the oxide surface. Show whether it matters.

(d) The target voltage is pulsed, and is on for 80 % of each period. What is the lowest frequency that avoids breakdown, if each off-time fully neutralises the surface?

## Hints

1. The patch is much wider than it is thick. What does Gauss's law say about the field below a uniform sheet of charge lying above a metal?
2. Breakdown is set by a field, not by a voltage. Find the surface charge that produces this field before thinking about time.
3. As a second route, treat the oxide as a capacitor. How do its capacitance and its breakdown voltage each depend on $d$?
4. For (b), ask how far the oxide surface can rise in potential before it stops attracting ions.
5. For (c), let ions fall freely through the sheath, and combine energy conservation with Poisson's equation.

## Solution

### Assumptions

The current density $J$ is the whole net charging current. An arriving ion adds one positive charge, and each secondary electron it releases leaves another behind. With ion current density $J_i$ and $\gamma$ secondary electrons per ion, $J = J_i(1+\gamma)$.

We take $J$ as constant during charging. This suits a patch on a mostly metallic target: the plasma sets the ion flux at the sheath edge, and one patch hardly alters the discharge. For a thick oxide the patch must also be much wider than the sheath, which part (c) finds to be about 0.8 mm thick. For a 10 nm layer, whose surface rises by only 5 V, ion deflection changes the flux by about 1 % even on patches of 10 to 200 µm radius. A narrower patch, once charged, deflects some ions to the metal around it and can pull back its own secondary electrons. Both effects lower $J$, most strongly for thick oxides. The yield $\gamma$ is held fixed although the ion energy falls. Leakage through the oxide is neglected until Variation 1, and $E_b$ is taken to be independent of $d$.

### (a) Field, charge and time

Let $z$ point from the metal into the plasma. The fields in the oxide and in the sheath both point towards the metal; call their magnitudes $E$ and $E_s$. With $\varepsilon = k\varepsilon_0$, the $z$ components of the displacement are $-\varepsilon E$ in the oxide and $-\varepsilon_0E_s$ in the sheath. At a surface with charge density $\sigma$, the displacement jumps by $\sigma$:

$$
-\varepsilon_0 E_s-(-\varepsilon E)=\sigma
\quad\Rightarrow\quad
\varepsilon E=\sigma+\varepsilon_0E_s .
$$

Part (c) shows that the last term is small. Without it,

$$
E=\frac{\sigma}{\varepsilon}.
$$

The thickness is already absent: the field of a wide sheet of charge does not depend on the distance to the metal. Charge conservation gives $d\sigma/dt=J$, and since $\sigma(0)=0$, $\sigma=Jt$. Therefore $E=Jt/\varepsilon$, and setting $E=E_b$ gives

$$
t_b=\frac{k\varepsilon_0E_b}{J}.
$$

The capacitor route shows what cancels. The capacitance per area is $C/A=\varepsilon/d$ and the breakdown voltage is $V_b=E_bd$, so the charge per area needed is

$$
\frac{C}{A}V_b=\frac{\varepsilon}{d}\,E_bd=\varepsilon E_b .
$$

A thicker oxide must reach a higher voltage, but each unit of charge raises its voltage by proportionately more.

For the numbers, $J=10$ mA/cm² is 100 A/m². The charge density at breakdown is

$$
\varepsilon E_b=9\,(8.854\times10^{-12}\ \mathrm{F/m})(5\times10^8\ \mathrm{V/m})
=3.98\times10^{-2}\ \mathrm{C/m^2},
$$

or 3.98 µC/cm². Division by 100 A/m² gives

$$
t_b=3.98\times10^{-4}\ \mathrm{s}\approx 0.40\ \mathrm{ms}.
$$

For a 10 nm layer, $C/A=0.797$ µF/cm² and $V_b=5$ V; for a 50 nm layer they are 0.159 µF/cm² and 25 V. Both products are 3.98 µC/cm².

This charge is small on the atomic scale. Divided by $e$, it is 0.25 elementary charges per nm². If every charge were an ion that sputtered one atom, an oxide of density 3.2 g/cm³ (a rough value) would lose 0.0026 nm while charging. The layer hardly changes during $t_b$.

### (b) The greatest thickness

The potential of the oxide surface lies $Ed$ above that of the metal. The voltage left across the sheath over the patch is therefore

$$
V_{\rm sheath}=V_0-Ed .
$$

Ions are drawn in while this voltage is positive. Breakdown thus requires $E_bd<V_0$, or

$$
d<\frac{V_0}{E_b}=\frac{400\ \mathrm V}{5\times10^8\ \mathrm{V/m}}=800\ \mathrm{nm}.
$$

A thicker layer charges until its surface floats, with its field still below $E_b$. The true limit is somewhat lower than 800 nm, because plasma electrons begin to reach the surface, and cancel the ion current, before the sheath voltage has fallen to zero. Thickness therefore decides whether breakdown happens, but not when, as long as $J$ stays constant.

### (c) The sheath field

Let $\phi$ be the potential drop from the sheath edge, and $x$ the distance from that edge towards the target. Ions of mass $M$ start almost at rest and fall without collisions, so their speed is $v=\sqrt{2e\phi/M}$. Treat the whole current as ions, which somewhat overestimates their density $J/(ev)$. Poisson's equation for the drop is then

$$
\phi''=\frac{J}{\varepsilon_0v}
=\frac{J}{\varepsilon_0}\sqrt{\frac{M}{2e}}\;\phi^{-1/2}.
$$

Multiply by $\phi'$ and integrate from the edge, where $\phi$ and $\phi'$ vanish:

$$
\tfrac12\phi'^2=\frac{2J}{\varepsilon_0}\sqrt{\frac{M}{2e}}\;\phi^{1/2}
\quad\Rightarrow\quad
\phi'=2a\,\phi^{1/4},\qquad
a=\sqrt{\frac{J}{\varepsilon_0}}\left(\frac{M}{2e}\right)^{1/4}.
$$

Separating variables and integrating across the sheath thickness $s$, with total drop $V_0$, gives

$$
\tfrac43V_0^{3/4}=2as
\quad\Rightarrow\quad
s^2=\frac{4V_0^{3/2}}{9a^2}
=\frac{4\varepsilon_0}{9J}\sqrt{\frac{2e}{M}}\;V_0^{3/2}.
$$

The field at the target is $\phi'$ at $\phi=V_0$. Inserting $2a=4V_0^{3/4}/(3s)$ yields

$$
E_s=2aV_0^{1/4}=\frac{4V_0}{3s}.
$$

For argon ions, $s=0.832$ mm and $E_s=0.641$ MV/m in this idealised sheath. With ions entering at the Bohm speed and plasma electrons of 2 to 5 eV included, the sheath is about 1.0 to 1.1 mm thick and $E_s\approx0.6$ MV/m, which leaves the conclusion below unchanged. The comparison that matters is between displacements:

$$
\frac{\varepsilon_0E_s}{k\varepsilon_0E_b}=\frac{0.641}{9\times500}=1.4\times10^{-4}.
$$

Neglecting the sheath field is justified at this level.

A numerical solution of Poisson's equation tests the cancellation without using the capacitor formula. It treats metal, oxide and a gap of 0.832 mm without space charge, with 400 V across the whole stack. The surface charge $Jt$ is raised until the oxide field reaches $E_b$. The times are 398.40, 398.40 and 398.42 µs for 10, 50 and 400 nm.

The small rise for the thickest layer follows from the jump condition. At breakdown the gap field is $(V_0-E_bd)/s$, so

$$
t=\frac1J\left[\varepsilon E_b-\varepsilon_0\frac{V_0-E_bd}{s}\right].
$$

A thicker oxide leaves less voltage across the gap. The gap field then helps less, and slightly more surface charge is needed.

### (d) Pulse frequency

At frequency $f$ and on-fraction $D$, each on-time lasts $D/f$. It must be shorter than $t_b$:

$$
f>\frac{D}{t_b}=\frac{0.80}{3.98\times10^{-4}\ \mathrm s}=2.01\ \mathrm{kHz}.
$$

Here 10 mA/cm² is the current density during the on-time, not its average over the period. If the off-time leaves a positive charge density $\sigma_r$, the available time shrinks to $(\varepsilon E_b-\sigma_r)/J$. Raising the frequency may then not be enough, because it shortens the off-time too. In steady operation each off-time must remove all the charge that the on-time adds, while the surface charge stays below $\varepsilon E_b$. If the surface drains too slowly for this at any frequency, the on-fraction or the current density must be reduced.

### Comparison with real targets

A current density of 10 mA/cm² is of a usual order for magnetron targets. A field of 500 MV/m (5 MV/cm) is reasonable for a good thin alumina film, but optimistic for oxide grown on an eroding target. Pulsed supplies for this process commonly run at tens to hundreds of kHz, far above the 2 kHz found here, so the ideal limit should not be used as a design value.

The assumption most open to doubt is a uniform film of full strength. If a small flaw multiplies the local field by 2, breakdown begins when the average field is $E_b/2$, after 199 µs. If the oxide failed at one twentieth of the assumed field, $t_b$ would be about 20 µs and the lowest frequency about 40 kHz. Current is also concentrated in the erosion track, and $t_b$ falls in inverse proportion to the local $J$.

The meaning of the quoted current matters less. If 10 mA/cm² were the ion current alone, with $\gamma=0.2$ as a rough value, the time would be $t_b/1.2=332$ µs.

## Variation 1: a leaky oxide

**Question.** How does conduction through the oxide change the result?

**Ohmic leakage.** For resistivity $\rho$, a current density $E/\rho$ drains the surface charge. With $\sigma=\varepsilon E$,

$$
\varepsilon\frac{dE}{dt}=J-\frac{E}{\rho}.
$$

Separate the variables and integrate from zero field to $E_b$:

$$
\frac{t}{\varepsilon}=\int_0^{E_b}\frac{dE}{J-E/\rho}
=-\rho\ln\!\left(1-\frac{E_b}{\rho J}\right).
$$

The field tends to $\rho J$ at long times, so breakdown requires

$$
\rho>\frac{E_b}{J}=\frac{5\times10^8\ \mathrm{V/m}}{100\ \mathrm{A/m^2}}=5\times10^6\ \Omega\,\mathrm m.
$$

Well above this limit, $-\ln(1-q)\approx q+q^2/2$ with $q=E_b/(\rho J)$ gives $t\approx t_b(1+q/2)$. For a rough value $\rho=10^{10}$ Ω m, $q=5\times10^{-4}$, and the delay is 0.025 % of $t_b$. Thickness still cancels, because the leakage depends on the field alone.

**Tunnelling leakage.** The metal is negative relative to the oxide surface, so electrons can tunnel from it into the oxide. Let $\varphi$ be the barrier height above the Fermi level, $m^*$ the tunnelling mass, and $w$ the depth of an electron's normal energy below the Fermi level. The barrier is triangular, and the semiclassical transmission is

$$
T(w)=\exp\!\left[-\frac2\hbar\int_0^{(\varphi+w)/eE}\!\!\sqrt{2m^*(\varphi+w-eEx)}\,dx\right]
=\exp\!\left[-\frac{4\sqrt{2m^*}\,(\varphi+w)^{3/2}}{3\hbar eE}\right].
$$

At zero temperature, the occupied transverse momenta for a given $w$ fill a disc of area $2\pi m_0w$, where $m_0$ is the electron mass in the metal. The density of states in phase space, including spin, is $2/(2\pi\hbar)^3$, and $v_z\,dp_z$ is the element of normal energy. The occupied band has a finite depth, but $T(w)$ is negligible for deep electrons, so the upper limit can be taken as infinity. Hence

$$
J_t=e\,\frac{2}{(2\pi\hbar)^3}\int_0^\infty 2\pi m_0w\,T(w)\,dw
=\frac{em_0}{2\pi^2\hbar^3}\int_0^\infty w\,T(w)\,dw .
$$

Electrons near the Fermi level dominate, so expand the exponent to first order in $w$. This gives $T(w)\approx T(0)e^{-w/w_0}$ with $w_0=\hbar eE/(2\sqrt{2m^*\varphi})$. The integral becomes $T(0)w_0^2$, and

$$
J_t=\frac{e^3E^2}{16\pi^2\hbar\varphi}\,\frac{m_0}{m^*}
\exp\!\left[-\frac{4\sqrt{2m^*}\,\varphi^{3/2}}{3\hbar eE}\right].
$$

Take $m^*=0.3\,m_0$ and two rough barrier heights. At $E_b$, a barrier of 2.8 eV gives $2.7\times10^{-5}$ mA/cm², which is negligible. A barrier of 2.0 eV gives 41 mA/cm², more than the charging current. In that case the field stalls where $J_t=J$, at 471 MV/m, and this model predicts no breakdown at 500 MV/m.

In this model, neglecting tunnelling is thus safe for the higher barrier but not for the lower one. Conduction through defects in the oxide is not included. The lower-barrier result is close to the margin. The formula lets the transmission depend on normal energy alone. If transverse momentum is conserved and the mass in the oxide is $0.3\,m_0$ in all directions, the semiclassical current for 2.0 eV falls to about 12 mA/cm² and the stall field rises to about 496 MV/m. The semiclassical transmission also omits a prefactor from wave matching at the interface. For an abrupt interface and a Fermi energy of 11.7 eV (aluminium) this prefactor is about 2, which gives about 23 mA/cm² and 483 MV/m. The estimate omits temperature and the image force, which both raise the current. For the 2.0 eV barrier the image force multiplies it by about 2 if the static permittivity 9 screens the image charge, and by about 6 for an optical permittivity near 3. Room temperature adds a further factor of about 1.3, and a hot target adds more. Charge trapped in the oxide is omitted too. The triangular barrier also needs a layer thicker than the tunnelling distance $\varphi/(eE_b)$, which is 5.6 nm for 2.8 eV.

## Variation 2: a covered target at constant voltage

**Question.** The whole target is now covered with oxide, and the supply holds $V_0$ fixed. Does thickness still cancel?

**Answer.** No. As the oxide charges, the sheath voltage falls to $V_0-Ed$ over the entire target, and the discharge weakens. Suppose that its current follows the $n$th power of the sheath voltage at every instant, starting from $J$:

$$
\varepsilon\frac{dE}{dt}=J\left(1-\frac{Ed}{V_0}\right)^n .
$$

Define $y=E/E_b$ and $u=E_bd/V_0$. Since $\varepsilon E_b/J=t_b$, the equation becomes $t_b\,dy/dt=(1-uy)^n$. For $n\neq1$ and $u<1$,

$$
\frac{t}{t_b}=\int_0^1\frac{dy}{(1-uy)^n}
=\frac{(1-u)^{1-n}-1}{(n-1)u}.
$$

For small $u$ the integrand is $1+nuy+\dots$, so $t/t_b\approx1+nu/2$. The cancellation returns for thin layers, but the condition is $nu\ll2$, which for a steep law such as $n=8$ is much stricter than $u<1$.

With $n=8$, a rough value for a magnetron, and $V_0=400$ V:

| $d$ (nm) | $u$ | $t/t_b$ | $t$ (µs) |
|---|---|---|---|
| 10 | 0.0125 | 1.05 | 419 |
| 50 | 0.0625 | 1.31 | 520 |
| 400 | 0.5 | 36 | 14 000 |

The last row extends the power law down to half the working voltage, where it need not hold. It shows the trend and is no reliable time. A supply that regulates current instead raises its voltage by $Ed$ as the oxide charges. This keeps $J$ constant and restores the result of part (a), provided that the supply can deliver $V_0+E_bd$.

The numerical output below lists the main computed values.

## Calculated quantities

```
INPUTS
current density: 10.0 mA/cm2
relative permittivity: 9.0
breakdown field: 500 MV/m
plasma-to-target voltage (rough): 400 V
MAIN RESULT
charge density at breakdown: 3.984 uC/cm2
charging time t_b: 398.4 us = 0.398 ms
THICKNESS TEST (time from Poisson solution)
d = 10 nm: C/A = 0.7969 uF/cm2, V_b = 5.0 V, t = 398.40 us
d = 50 nm: C/A = 0.1594 uF/cm2, V_b = 25.0 V, t = 398.40 us
d = 400 nm: C/A = 0.0199 uF/cm2, V_b = 200.0 V, t = 398.42 us
upper thickness limit V0/E_b: 800 nm
on-time fraction: 0.80
lowest pulse frequency: 2.01 kHz
NEGLECTED EFFECTS (rough parameters)
argon ion mass: 39.95 u
sheath thickness: 0.832 mm
sheath field at target: 0.641 MV/m
sheath share of breakdown displacement: 1.42e-04
resistivity: 1.0e+10 ohm m
ohmic leakage lengthens t_b by: 2.50e-04
lowest resistivity for breakdown: 5.0e+06 ohm m
tunnelling mass: 0.30 electron masses
barrier 2.8 eV: leakage at E_b = 2.73e-05 mA/cm2
  field where leakage equals J: 759 MV/m
  breakdown field reached: True
barrier 2.0 eV: leakage at E_b = 4.13e+01 mA/cm2
  field where leakage equals J: 471 MV/m
  breakdown field reached: False
secondary electrons per ion: 0.20
t_b if J were ions only: 332.0 us
local field factor at flaw: 2.0
t_b at flaw: 199.2 us
charges per area at breakdown: 0.249 per nm2
oxide density: 3.2 g/cm3
sputter yield: 1.0 atoms per ion
oxide removed during charging: 0.0026 nm
constant-voltage supply, current exponent n: 8
d = 10 nm: t/t_b = 1.052, t = 419 us
d = 50 nm: t/t_b = 1.305, t = 520 us
d = 400 nm: t/t_b = 36.286, t = 14458 us
```
